\section*{Quincke rotation: critical field, angular speed and limits of steady spin, part 2}

A uniform sphere in an unbounded, weakly conducting liquid can spin in a steady, uniform field $\mathbf E$, because charge collects on its surface. SI units are used. The sphere has radius $a$ and density $\rho_p$, and the liquid has viscosity $\eta$. Permittivities are $\varepsilon$ and conductivities $\sigma$, with subscripts $p$ for the sphere and $l$ for the liquid. The model assumes a thin charged layer, no surface conduction, electrodes that sustain the current, and steady Stokes drag without slip. Define
\begin{equation}
K_\infty=\frac{\varepsilon_p-\varepsilon_l}{\varepsilon_p+2\varepsilon_l},\quad
K_0=\frac{\sigma_p-\sigma_l}{\sigma_p+2\sigma_l},\quad
\Delta=K_\infty-K_0,\quad
\tau=\frac{\varepsilon_p+2\varepsilon_l}{\sigma_p+2\sigma_l},
\end{equation}
where $\tau$ is the interfacial relaxation time. The inertia time is $\tau_m=\rho_pa^2/(15\eta)$. The spin $\boldsymbol\Omega$ and the dipole field amplitude $\mathbf m$ due to interfacial charge obey
\begin{equation}
\dot{\mathbf m}=\boldsymbol\Omega\times\mathbf m-\frac{\mathbf m+\Delta\mathbf E}{\tau},\qquad
\tau_m\dot{\boldsymbol\Omega}=-\boldsymbol\Omega+\frac{\varepsilon_l}{2\eta}\mathbf m\times\mathbf E .
\label{eq:motion}
\end{equation}
The electric torque is $\mathbf T_{\rm el}=4\pi\varepsilon_la^3\,\mathbf m\times\mathbf E$. At rest $\mathbf m=-\Delta\mathbf E$. Steady rotation satisfies
\begin{equation}
1+\Omega^2\tau^2=\frac{E^2}{E_c^2},\qquad E_c=\sqrt{\frac{2\eta}{\varepsilon_l\tau\Delta}} .
\label{eq:Ec}
\end{equation}
If $\Delta>0$ and $E>E_c$, it exists in both senses, with the speed law
\begin{equation}
\boxed{\;|\Omega|=\frac1\tau\sqrt{\left(\frac{E}{E_c}\right)^2-1}\;}
\label{eq:law}
\end{equation}
An insulating sphere has
\begin{equation}
E_c^2=\frac{8\eta\sigma_l}{3\varepsilon_l\varepsilon_p}\qquad(\sigma_p=0).
\label{eq:ins}
\end{equation}
With $r=(E/E_c)^2=\varepsilon_l\tau\Delta E^2/(2\eta)$, steady rotation has $\Omega^2\tau^2=r-1$, $m_x=-\Delta E/r$ and $m_y=\Omega\tau m_x$, for $\mathbf E$ along $x$ and $\boldsymbol\Omega$ along $z$.

The example is a sphere of radius 20 $\mu$m in the middle of a 500 $\mu$m gap at 298 K. The relative permittivities are 2.6 (sphere) and 2.0 (liquid), $\sigma_l=2\times10^{-8}$ S/m, $\sigma_p=10^{-14}$ S/m, $\eta=3$ mPa\,s and $\rho_p=1180$ kg/m$^3$.

Q: You found that a rotating solution exists above $E_c$. Why should a sphere at rest leave its state?

A: Perturb the resting state $\mathbf m=-\Delta\mathbf E$ by a small $m_y$ and a small $\Omega$, both varying as $e^{st}$. To first order \eqref{eq:motion} gives
\begin{equation}
\left(s+\frac1\tau\right)m_y=-\Delta E\,\Omega,\qquad
(1+s\tau_m)\Omega=-\frac{\varepsilon_lE}{2\eta}m_y .
\end{equation}
Multiplying the first by $\tau$ and eliminating $m_y$,
\begin{equation}
(1+s\tau)(1+s\tau_m)=r .
\label{eq:growth}
\end{equation}
Expanded, this is $\tau\tau_ms^2+(\tau+\tau_m)s+1-r=0$. For $r>1$ the product of the roots is negative, so one root is positive and the sphere starts to turn. For $r<1$ the product is positive and the sum negative, so both roots have negative real parts. A tilt towards $z$ behaves in the same way by symmetry about $\mathbf E$. Disturbances of $m_x$ and $\Omega_x$ decay at the rates $1/\tau$ and $1/\tau_m$. The field $E_c$ is therefore also the threshold of linear instability.

Q: What if $\Delta$ is negative?

A: Then $r=\varepsilon_l\tau\Delta E^2/(2\eta)$ is negative and both roots decay at any field. This was tested with the example sphere below, its conductivity raised to five times that of the liquid. At 1, 3, 10 and 30 V/$\mu$m every eigenvalue of the resting state had a negative real part.

Q: An unstable rest does not prove that the final rotation is stable. Does the speed law hold at any field above $E_c$?

A: As a steady solution it does; as a stable one it can fail when the sphere has inertia. Measure time in units of $\tau$, set $S=\tau/\tau_m$ and define
\begin{equation}
x=\Omega\tau,\qquad m_y=-\frac{\Delta E}{r}\,y,\qquad m_x=-\frac{\Delta E}{r}(r-z).
\end{equation}
For motion about the $z$ axis, the components of \eqref{eq:motion} are $\tau\dot m_x=-xm_y-m_x-\Delta E$, $\tau\dot m_y=xm_x-m_y$ and $\tau_m\dot\Omega=-\Omega-(\varepsilon_lE/2\eta)m_y$. Substitution, with a prime for the scaled time derivative, gives
\begin{equation}
x'=S(y-x),\qquad y'=x(r-z)-y,\qquad z'=xy-z .
\label{eq:lorenz}
\end{equation}
These are the Lorenz equations with one parameter equal to 1. Steady rotation is $x=y=X$, $z=r-1$, with $X^2=r-1$. There the growth rates $\lambda$, in units of $1/\tau$, satisfy
\begin{align}
0&=\begin{vmatrix}\lambda+S&-S&0\\-1&\lambda+1&X\\-X&-X&\lambda+1\end{vmatrix}\nonumber\\
&=(\lambda+S)\left[(\lambda+1)^2+X^2\right]+S\left[X^2-\lambda-1\right]\nonumber\\
&=\lambda^3+(S+2)\lambda^2+(S+r)\lambda+2S(r-1).
\label{eq:cubic}
\end{align}

Q: How do you read stability from a cubic without solving it?

A: For $r>1$ all coefficients are positive, so no real root can be zero or positive. Just above $r=1$ the roots lie near $-1$, $-(S+1)$ and $-2S(r-1)/(S+1)$, so the rotation begins stable. As $r$ grows it can lose stability only when a pair $\lambda=\pm i\nu$ reaches the imaginary axis. The imaginary part of \eqref{eq:cubic} then gives $\nu^2=S+r$, and the real part gives $(S+2)\nu^2=2S(r-1)$. Hence
\begin{align}
(S+2)(S+r)&=2S(r-1),\nonumber\\
S^2+Sr+2S+2r&=2Sr-2S,\nonumber\\
r&=\frac{S(S+4)}{S-2}.
\label{eq:upper}
\end{align}
If $S\le2$ there is no such positive $r$, and the rotation is linearly stable at every $E>E_c$. If $S>2$ it is stable up to the value \eqref{eq:upper}. Beyond it $(S+2)(S+r)-2S(r-1)$ is negative. In terms of the roots this quantity equals $-(\lambda_1+\lambda_2)(\lambda_2+\lambda_3)(\lambda_3+\lambda_1)$, which would be positive if all real parts were negative. The rotation is therefore unstable there.

Q: That was motion in a plane. Could the axis tip over?

A: Disturb the steady rotation by small $m_z$, $\Omega_x$ and $\Omega_y$, which decouple from the planar disturbances to first order. No electric torque acts along $x$, so $\Omega_x$ decays at the rate $1/\tau_m$. With $\Omega_x=0$ and $-m_x=\Delta E/r$,
\begin{equation}
(1+s\tau)m_z=\frac{\tau\Delta E}{r}\Omega_y,\qquad(1+s\tau_m)\Omega_y=\frac{\varepsilon_lE}{2\eta}m_z .
\end{equation}
Their product is $(1+s\tau)(1+s\tau_m)=1$, so $s=0$ or $s=-(1/\tau+1/\tau_m)$. The zero root turns the axis about $\mathbf E$, which costs nothing because every axis normal to $\mathbf E$ is equivalent.

Q: Linear stability says nothing about large disturbances.

A: Without inertia one can say more. As $\tau_m\to0$, $\boldsymbol\Omega$ is proportional to $\mathbf m\times\mathbf E$, so $\boldsymbol\Omega\times\mathbf m$ stays in the plane of $\mathbf m$ and $\mathbf E$, and the motion is planar. Then $x=y$ and
\begin{equation}
y'=y(r-1-z),\qquad z'=y^2-z .
\label{eq:over}
\end{equation}
Take $r>1$ and $y>0$; the sign of $y$ cannot change. The quantity $V=\tfrac12y^2+\tfrac12(z-r)^2$ obeys
\begin{equation}
V'=(r-1)y^2-y^2z+(z-r)(y^2-z)=-y^2-z^2+rz,
\end{equation}
which is negative outside a bounded region, so orbits stay bounded. After multiplication by $1/y$ the flow \eqref{eq:over} has divergence
\begin{equation}
\frac{\partial}{\partial y}(r-1-z)+\frac{\partial}{\partial z}\left(y-\frac zy\right)=-\frac1y<0 ,
\end{equation}
which excludes closed orbits. The resting point attracts along $y=0$ alone. A bounded planar orbit with $y>0$ thus has nowhere to end except the steady rotation. Starts with $y<0$ reach the opposite sense. With inertia I claim linear stability only.

Q: Give me numbers, and say where they come from.

A: Take an acrylic-like sphere of radius 20 $\mu$m in the middle of a 500 $\mu$m gap filled with a surfactant-doped alkane at 298 K. Rough typical values are relative permittivities 2.6 and 2.0, $\sigma_l=2\times10^{-8}$ S/m, $\sigma_p=10^{-14}$ S/m, $\eta=3$ mPa\,s and $\rho_p=1180$ kg/m$^3$. Then $K_\infty=0.6/6.6=0.0909$, $K_0=-0.5000$ and $\Delta=0.5909$. With $\varepsilon_0$ the vacuum permittivity,
\begin{align}
\tau&=\frac{6.6\,\varepsilon_0}{4\times10^{-8}\ \mathrm{S/m}}=1.461\ \mathrm{ms},\\
E_c&=\sqrt{\frac{2(3\times10^{-3}\ \mathrm{Pa\,s})}{2.0\,\varepsilon_0(1.461\times10^{-3}\ \mathrm{s})(0.5909)}}=0.6265\ \mathrm{V}/\mu\mathrm m ,
\end{align}
or 0.0063 MV/cm. At 1 V/$\mu$m, $r=(1/0.6265)^2=2.548$, and
\begin{equation}
\Omega=\frac{\sqrt{2.548-1}}{1.461\ \mathrm{ms}}=\frac{1.244}{1.461\ \mathrm{ms}}=852\ \mathrm{rad/s},
\end{equation}
about 136 turns per second, under a torque of $5.1\times10^{-13}$ N\,m.

Q: Does direct integration reproduce this?

A: The charge balance and the torque equation were integrated in three dimensions for 100 ms from random charge and spin, without using $\tau$, $\Delta$ or $E_c$. At 0.5 V/$\mu$m the spin died out. At 0.7, 1.0, 1.5 and 2.0 V/$\mu$m it settled at 341, 852, 1489 and 2075 rad/s, as the speed law gives. Four stronger random starts at 1.0 V/$\mu$m ended at the same speed.

Q: How long does the spin-up take?

A: Equation \eqref{eq:growth} gives a growth rate of 1041 s$^{-1}$. From a charge dipole tilted by 0.01 rad, the sphere first reaches its steady speed after 3.9 ms, overshoots, and stays within 5\,\% of that speed after 11 ms. These values leave out the inertia of the liquid, which would lower the growth rate by about 4\,\% and lengthen the two times by about 3 to 6\,\%. The overshoot follows from \eqref{eq:cubic}: for large $S$ its slow roots obey $\lambda^2+\lambda+2(r-1)=0$, which are complex here and decay at the rate $1/(2\tau)$.

Q: Is the upper limit of stability within reach?

A: In this model $\tau_m=0.0105$ ms and $S=139$, so \eqref{eq:upper} gives $E=12.1\,E_c=7.6$ V/$\mu$m; numerical eigenvalues give the same field. That value should not be used as a prediction. The oscillation at the limit has angular frequency $\sqrt{S+r}/\tau$, about 12 ms$^{-1}$, while momentum diffuses across a radius of liquid in 0.10 ms. Their product is about 1, so the steady drag law has failed. For a disturbance varying as $e^{st}$, the inertia of the liquid multiplies the steady drag by $1+\kappa^2/[3(1+\kappa)]$, where $\kappa=a\sqrt{s\rho_l/\eta}$ and $\rho_l=770$ kg/m$^3$ is the density of the liquid. With this factor the linear limit falls to about 5.1 V/$\mu$m. Both fields are within about a factor of two of a rough breakdown strength of 10 V/$\mu$m.

Q: Then what spoils the result at 1 V/$\mu$m?

A: First, the conductivity may depend on the field. The Bjerrum length, at which two unit charges attract with energy $k_BT$, is 28 nm here, and the field does work $1.09\,k_BT$ on a unit charge over it. The field can thus help ion pairs to separate. If the conductivity were 30\,\% higher at every field, all else fixed, $E_c$ would rise by 14\,\% to 0.714 V/$\mu$m, and rotation at 0.7 V/$\mu$m would cease. A rise caused by the field is smaller at lower field, however. Onsager's theory of field-enhanced dissociation, evaluated at the applied field, gives about 29\,\% at 1 V/$\mu$m and 20\,\% at 0.7 V/$\mu$m. The threshold then moves to about 0.68 V/$\mu$m, and the sphere still turns at 0.7 V/$\mu$m. This estimate ignores the variation of the field around the sphere.

Q: The speed at 1 V/$\mu$m must change strongly too.

A: It rises by only 2\,\%, to 872 rad/s. Let $f$ multiply $\sigma_l$. For an insulating sphere $E_c^2\propto f$ and $\tau\propto1/f$, so $\Omega^2\propto f^2(r/f-1)=rf-f^2$, with $r$ taken at $f=1$. This has its maximum at $f=r/2=1.27$, close to the assumed change. The insensitivity belongs to this field and is not general.

Q: And the electrodes, which you assumed to sustain the current?

A: Suppose instead that they block it. With ions of radius 2 nm, the Stokes drag gives a mobility $\mu=1.4\times10^{-5}$ cm$^2$/Vs. Near each electrode one sign of ion is swept away, leaving ions of the other sign in a layer of thickness at most $L=\mu Et$. Their charge density starts at $\rho_i=\sigma_l/(2\mu)$ and then falls, because they repel one another. The two layers therefore take up an extra voltage of at most $\rho_iL^2/\varepsilon_l$. This bound reaches the applied voltage when $L=35$ $\mu$m, after 25 ms, so the mid-gap field cannot collapse sooner. At 11 ms the bound is $(11/25)^2\approx0.2$ of the applied voltage. With blocking electrodes the mid-gap field would thus be down by at most about a fifth when the spin settles. It would go on falling, so the law would describe a transient at best.

Q: Is the charged layer thin enough?

A: The Debye length is 0.18 $\mu$m, under 1\,\% of the radius. During $\tau$, however, ions drift 2.1 $\mu$m, a tenth of the radius. I therefore expect corrections of order ten per cent from the finite layer. The collected ions also conduct along the surface, which the model leaves out; a rough estimate is that this raises $E_c$ by about 5\,\%. The following effects are smaller for a sphere at mid-gap. The Reynolds number is 0.09. Reversing the spin reverses the torque, so the relative drag correction starts with its square, 0.008; the coefficient is $1/1200$, which makes the correction about $6\times10^{-6}$. The wall parameter, the cube of radius over wall distance, is $5\times10^{-4}$. Joule heating is about 0.005 K and rotational diffusion $7\times10^{-6}$ s$^{-1}$.

Q: How does this compare with real suspensions?

A: Acrylic spheres in surfactant-doped alkanes are a known system for this effect, with thresholds of roughly 1 V/$\mu$m, so the computed 0.63 V/$\mu$m has the right size. The inputs are rough. The relative permittivity of acrylic can be nearer 3.5 than 2.6 at the low frequencies of this motion; with 3.5, $E_c$ would be 0.54 V/$\mu$m and the speed at 1 V/$\mu$m would be 939 rad/s. The conductivity depends strongly on surfactant and water content and should be measured in the liquid used. A sphere that rests on an electrode can roll along it. With the field off, the sphere considered here sinks at 0.12 mm/s far from the walls. Drag grows near the lower electrode, so the sphere comes within 1 $\mu$m of it after about three seconds. With the field on it arrives sooner, because its dipole is attracted by its own image in the electrode. A nearby wall changes both the drag and the field, so the unbounded formula then gives an estimate of $E_c$, with an error that this model does not supply. The remaining values are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
radius 20 um, gap 500 um, T 298 K
relative permittivity: sphere 2.6, liquid 2.0
conductivity: sphere 1e-14 S/m, liquid 2e-08 S/m
viscosity 3.0 mPa s
density: sphere 1180, liquid 770 kg/m3
K_inf 0.0909, K_0 -0.5000, Delta 0.5909
interfacial time tau 1.461 ms
critical field, formula 0.6265 V/um = 0.006265 MV/cm
critical field, eigenvalues 0.6265 V/um
working field 1.00 V/um, E/E_c 1.5962
(E/E_c)^2 2.5479, Omega*tau 1.2441
speed 851.6 rad/s = 135.5 turns/s
m_x -0.2319, m_y -0.2885 V/um
electric torque 5.137e-13 N m
E 0.5 V/um: simulated 0.0, law 0.0 rad/s
E 0.7 V/um: simulated 341.2, law 341.2 rad/s
E 1.0 V/um: simulated 851.6, law 851.6 rad/s
E 1.5 V/um: simulated 1489.1, law 1489.1 rad/s
E 2.0 V/um: simulated 2075.2, law 2075.2 rad/s
growth rate from rest 1040.7 1/s
first reach of steady speed 3.91 ms
settled within 5 percent 10.95 ms
inertia time tau_m 0.01049 ms, S 139.3
upper stability field, formula 7.554 V/um
upper stability field, eigenvalues 7.554 V/um
upper stability ratio E/E_c 12.06
assumed ion radius 2.0 nm
ion mobility 1.42e-05 cm2/Vs
Debye length 0.179 um, over radius 0.0090
ion drift in tau 2.07 um
ion drift in tau over radius 0.103
Bjerrum length 28.0 nm
e E l_B/(kB T) 1.09
liquid conductivity +30%: E_c 0.7143 V/um
liquid conductivity +30%: speed 871.8 rad/s
blocking electrodes: layer 35.4 um
blocking electrodes: field collapse in about 25.0 ms
peak field in liquid 1.50 V/um
rough breakdown strength 10 V/um
Reynolds number 0.087, squared 0.0076
viscous diffusion time 0.103 ms
wall effect (a/h)^3 at mid-gap 5.1e-04
sedimentation speed 119 um/s
assumed thermal conductivity 0.14 W/(m K)
Joule heating at mid-gap 4.5e-03 K
rotational diffusion 6.8e-06 1/s
\end{verbatim}
